\section*{The ac Stark operator: scalar, vector and tensor parts, and magic wavelengths}

\section*{Setting}

An atomic level with angular momentum $J$ and energy $E$ is degenerate in $m$. It is driven by
\begin{equation}
\mathbf E(t)=\tfrac F2\left(\boldsymbol\epsilon\,e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1,
\end{equation}
through $H'=-\mathbf d\cdot\mathbf E(t)$. The algebra is in atomic units. The light is far from one- and two-photon resonances, and the light shifts are small against $\omega$, the detunings and the distance to other levels. Hyperfine structure is absent. Other levels have energy $E'$, angular momentum $J'$ and projector $\Pi$, and $\Delta=E'-E$. Levels have definite parity, so $\mathbf d$ has no matrix elements inside a level.

\section*{(a) The second-order operator}

\textbf{Question.} Find the operator $U$ that gives the light shifts inside the level to order $F^2$.

\textbf{Solution.} Write $H'=Ve^{-i\omega t}+V^\dagger e^{i\omega t}$ with $V=-\frac F2\,\boldsymbol\epsilon\cdot\mathbf d$, and seek $\psi=e^{-iqt}\sum_n\phi_ne^{-in\omega t}$. Equating the coefficients of each exponential in the Schr\"odinger equation gives
\begin{equation}
q\phi_n=(H_0-n\omega)\phi_n+V\phi_{n-1}+V^\dagger\phi_{n+1}.
\end{equation}
At zeroth order $\phi_0$ lies in the level and $q=E$. At first order the equations for $n=\pm1$ give
\begin{equation}
\phi_1=-\sum\frac{\Pi V\phi_0}{\Delta-\omega},\qquad
\phi_{-1}=-\sum\frac{\Pi V^\dagger\phi_0}{\Delta+\omega},
\end{equation}
where the sums run over levels. Inserted into the $n=0$ equation, projected on the level, these yield $(q-E)\phi_0=U\phi_0$ with
\begin{equation}
U=-\frac{F^2}{4}\mathcal A,\quad
\mathcal A=\sum\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)\Pi(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)\Pi(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta+\omega}\right].
\label{A}
\end{equation}
The first term absorbs a photon and then emits it; the second has the reverse order. For real $\boldsymbol\epsilon$ the mean square field is $F^2/2$, so $-\frac14\alpha F^2$ is the familiar $-\frac12\alpha\langle E^2\rangle$.

\section*{(b) Separating light from atom}

\textbf{Question.} Write $\mathcal A$ as a sum of scalar products of a tensor of the light with a tensor of the atom.

\textbf{Solution.} Define $\{a\otimes b\}_{KQ}=\sum_{qq'}C^{KQ}_{qq'}a_qb_{q'}$ with Clebsch--Gordan coefficients for $1\otimes1\to K$, and $X_K\cdot Y_K=\sum_Q(-1)^QX_{KQ}Y_{K,-Q}$. Since $\mathbf a\cdot\mathbf d=\sum_q(-1)^qa_qd_{-q}$,
\begin{equation}
(\mathbf a\cdot\mathbf d)\Pi(\mathbf b\cdot\mathbf d)=\sum_{qq'}(-1)^{q+q'}a_qb_{q'}\,d_{-q}\Pi d_{-q'} .
\end{equation}
Expand both pairs in coupled tensors. Because $C^{K,-Q}_{-q,-q'}=(-1)^KC^{KQ}_{qq'}$, orthogonality of the coefficients leaves
\begin{equation}
(\mathbf a\cdot\mathbf d)\Pi(\mathbf b\cdot\mathbf d)=\sum_{K=0}^2(-1)^K\{a\otimes b\}_K\cdot\{d\Pi d\}_K .
\label{recouple}
\end{equation}
Exchanging $\mathbf a$ and $\mathbf b$ multiplies $\{a\otimes b\}_K$ by $(-1)^K$. The two terms of (\ref{A}) therefore combine into
\begin{equation}
\mathcal A=\sum\sum_K(-1)^Kg_K\{\epsilon^*\otimes\epsilon\}_K\cdot\{d\Pi d\}_K,\quad
g_K=\frac1{\Delta-\omega}+\frac{(-1)^K}{\Delta+\omega},
\label{AK}
\end{equation}
\begin{equation}
g_0=g_2=\frac{2\Delta}{\Delta^2-\omega^2},\qquad g_1=\frac{2\omega}{\Delta^2-\omega^2}.
\end{equation}
The rank-1 part vanishes as $\omega\to0$.

\section*{(c) The 6j coefficient}

\textbf{Question.} Find $\langle J\|\{d\Pi d\}_K\|J\rangle$ in terms of $S=|\langle J'\|d\|J\rangle|^2$.

\textbf{Solution.} Reduced elements are defined by
\begin{equation}
\langle J'm'|d_q|Jm\rangle=(-1)^{J'-m'}\begin{pmatrix}J'&1&J\\-m'&q&m\end{pmatrix}\langle J'\|d\|J\rangle .
\end{equation}
With $C^{KQ}_{qq'}=(-1)^Q\sqrt{2K+1}\begin{pmatrix}1&1&K\\q&q'&-Q\end{pmatrix}$, the element $\langle Jm|\{d\Pi d\}_{KQ}|Jn\rangle$ equals $\sqrt{2K+1}\,\langle J\|d\|J'\rangle\langle J'\|d\|J\rangle$ times
\begin{equation}
\sum_{qq'm'}(-1)^{Q+J-m+J'-m'}
\begin{pmatrix}1&1&K\\q&q'&-Q\end{pmatrix}
\begin{pmatrix}J&1&J'\\-m&q&m'\end{pmatrix}
\begin{pmatrix}J'&1&J\\-m'&q'&n\end{pmatrix}.
\end{equation}
The defining relation of the 6j coefficient is
\begin{multline}
\sum_{\mu_1\mu_2\mu_3}(-1)^{\sum_i(l_i+\mu_i)}
\begin{pmatrix}j_1&l_2&l_3\\m_1&\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&m_2&\mu_3\end{pmatrix}\\
\times\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}
=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix}.
\end{multline}
Set $(j_1,j_2,j_3)=(J,K,J)$, $(l_1,l_2,l_3)=(1,J',1)$, $(m_1,m_2,m_3)=(-m,Q,n)$ and $(\mu_1,\mu_2,\mu_3)=(q',m',-q)$. The signs are as follows.
\begin{itemize}
\item Reordering columns in the two symbols containing $J'$ gives $(-1)^{J+J'+1}$ twice, hence $+1$.
\item Reversing the projections in the symbol with $K$ gives $(-1)^K$.
\item Replacing $(-1)^{J'-m'}$ by $(-1)^{J'+m'}$ gives $(-1)^{2J'}=(-1)^{2J}$, while $(-1)^Q=(-1)^{q'-q}$.
\end{itemize}
The remaining $(-1)^{J-m}$ and 3j symbol belong to the definition of the reduced element. By the symmetry of the 6j coefficient,
\begin{equation}
\langle J\|\{d\Pi d\}_K\|J\rangle=(-1)^{K+2J}\sqrt{2K+1}\,X_K\langle J\|d\|J'\rangle\langle J'\|d\|J\rangle,\quad
X_K=\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}.
\end{equation}
Finally, $d_q^\dagger=(-1)^qd_{-q}$ and the 3j symmetries give $\langle J\|d\|J'\rangle=(-1)^{J-J'}\langle J'\|d\|J\rangle^*$. As $2(J-J')$ is even, $(-1)^{3J-J'}=(-1)^{J+J'}$ and
\begin{equation}
\langle J\|\{d\Pi d\}_K\|J\rangle=(-1)^{K+J+J'}\sqrt{2K+1}\,X_K\,S .
\label{red}
\end{equation}

\section*{(d) Three polarizabilities}

\textbf{Question.} Express $\mathcal A$ through $\mathbf J$, with coefficients $\alpha_s,\alpha_v,\alpha_T$ normalized so that $\alpha_s+\alpha_T$ is the polarizability of $m=J$ for light linear along $z$, and the vector part for $m=J$ is $\alpha_v/2$ when $-i(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)_z=1$.

\textbf{Solution.} Inside one level, tensors of equal rank are proportional, with the ratio of their reduced elements.

\emph{Rank 0.} Here $\{\epsilon^*\otimes\epsilon\}_0=-1/\sqrt3$. The scalar operator equals its reduced element divided by $\sqrt{2J+1}$. With $X_0=(-1)^{1+J+J'}/\sqrt{3(2J+1)}$, equation (\ref{red}) gives $-S/[\sqrt3(2J+1)]$. The product is $S/[3(2J+1)]$, so
\begin{equation}
\alpha_s=\sum\frac{S}{3(2J+1)}\frac{2\Delta}{\Delta^2-\omega^2}.
\label{as}
\end{equation}

\emph{Rank 1.} Now $\{\epsilon^*\otimes\epsilon\}_1=\frac i{\sqrt2}\boldsymbol\epsilon^*\times\boldsymbol\epsilon$ and $\langle J\|J\|J\rangle=\sqrt{J(J+1)(2J+1)}$. With the factor $(-1)^1$ of (\ref{AK}), the contribution of one level is
\begin{equation}
-\frac{i}{\sqrt2}(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J\;
\frac{(-1)^{1+J+J'}\sqrt3X_1S\,g_1}{\sqrt{J(J+1)(2J+1)}} .
\end{equation}
Equating the sum to $-i\alpha_v(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J/(2J)$ gives
\begin{equation}
\alpha_v=\sum(-1)^{J+J'+1}\sqrt{\frac{6J}{(J+1)(2J+1)}}\,X_1S\,\frac{2\omega}{\Delta^2-\omega^2}.
\label{av}
\end{equation}

\emph{Rank 2.} Equation (\ref{recouple}) also holds with $\mathbf d\Pi\mathbf d$ replaced by $\mathbf J\mathbf J$. Averaging it over the two orders of $\mathbf a,\mathbf b$ removes $K=1$, and the $K=0$ term is $(\mathbf a\cdot\mathbf b)\mathbf J^2/3$. Hence
\begin{equation}
\{\epsilon^*\otimes\epsilon\}_2\cdot\{J\otimes J\}_2=\tfrac16\mathcal Q,\quad
\mathcal Q=3(\boldsymbol\epsilon^*\!\cdot\mathbf J)(\boldsymbol\epsilon\cdot\mathbf J)+3(\boldsymbol\epsilon\cdot\mathbf J)(\boldsymbol\epsilon^*\!\cdot\mathbf J)-2\mathbf J^2 .
\end{equation}
The component $\{J\otimes J\}_{20}=(3J_z^2-\mathbf J^2)/\sqrt6$, divided by the corresponding 3j symbol, gives the reduced element $\sqrt N/(2\sqrt6)$ with $N=(2J-1)(2J)(2J+1)(2J+2)(2J+3)$. Equating the rank-2 sum to $\alpha_T\mathcal Q/[2J(2J-1)]$ gives
\begin{equation}
\alpha_T=\sum\frac{J(2J-1)}3\,\frac{2\sqrt6\,(-1)^{J+J'}\sqrt5X_2S\,g_2}{\sqrt N}.
\end{equation}
The squared prefactor is $\frac{J^2(2J-1)^2}{9}\frac{120}{N}=\frac{10J(2J-1)}{3(J+1)(2J+1)(2J+3)}$, so
\begin{equation}
\alpha_T=\sum(-1)^{J+J'}\sqrt{\frac{10J(2J-1)}{3(J+1)(2J+1)(2J+3)}}\,X_2S\,\frac{2\Delta}{\Delta^2-\omega^2}.
\label{at}
\end{equation}
Altogether,
\begin{equation}
U=-\frac{F^2}4\left[\alpha_s-i\alpha_v\frac{(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J}{2J}+\alpha_T\frac{\mathcal Q}{2J(2J-1)}\right].
\label{U}
\end{equation}
A level with $J=0$ has no vector term, and one with $J<1$ has no tensor term, because $K\le2J$. The vector term acts like a magnetic field along $-i\boldsymbol\epsilon^*\times\boldsymbol\epsilon$; it vanishes for linear light.

\section*{(e) When is a wavelength magic?}

\textbf{Question.} A static magnetic field along $z$ splits the $m$ states by much more than $U$, but by little compared with optical detunings. Find the polarizability of each state. For linear light, when is there one frequency below the first resonance at which an excited state and a $J=0$ ground state shift equally?

\textbf{Solution.} To leading order only diagonal elements of $U$ count. In $|Jm\rangle$, $\langle J_z^2\rangle=m^2$, $\langle J_x^2\rangle=\langle J_y^2\rangle=[J(J+1)-m^2]/2$, and symmetrized mixed products vanish. Thus
\begin{align}
\langle\mathcal Q\rangle&=6|\epsilon_z|^2m^2+3(1-|\epsilon_z|^2)[J(J+1)-m^2]-2J(J+1)\nonumber\\
&=(3|\epsilon_z|^2-1)[3m^2-J(J+1)],
\end{align}
and, with $C=-i(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)_z$ and $D=(3|\epsilon_z|^2-1)/2$,
\begin{equation}
\alpha_m=\alpha_s+\alpha_v\frac{Cm}{2J}+\alpha_TD\,\frac{3m^2-J(J+1)}{J(2J-1)} .
\label{am}
\end{equation}

For linear light $C=0$. Let the ground state couple to one level P, and let the excited state couple upward to levels $i$. With $x=\omega^2$ and $b=\Delta^2$, equal shifts require
\begin{equation}
\sum_i\frac{A_i}{b_i-x}=\frac{A_P}{b_P-x},
\label{magic}
\end{equation}
where each $A=2\Delta\sum|\langle\boldsymbol\epsilon\cdot\mathbf d\rangle|^2\ge0$. Multiplication by $b_P-x$ turns the left side into
\begin{equation}
\sum_iA_i\left[1+\frac{b_P-b_i}{b_i-x}\right].
\end{equation}
If every coupled $b_i<b_P$, this increases with $x$ and diverges at the lowest coupled $b_i$. If the excited state also has the smaller static polarizability, it starts below $A_P$. It then equals $A_P$ once, so there is one magic frequency below the first coupled pole. The condition on every $b_i$ is sufficient but stronger than needed; it is enough that the lowest coupled $b_i$ lies below $b_P$. Call the left side of (\ref{magic}) $f(x)$. Then $(1/f)''=(2f'^2-ff'')/f^3\le0$ below the first pole by the Cauchy--Schwarz inequality, so the concave function $1/f-(b_P-x)/A_P$, positive at $x=0$ and negative at the pole, has one zero. Both arguments assume that the excited state has no downward coupling and that P is the only partner of the ground state.

\section*{(f) A few-level atom}

\textbf{Question.} The levels are g ($J=0$, 0 eV), e ($J=1$, 1.8 eV), P ($J=1$, 2.7 eV), s ($J=0$, 3.5 eV), d1 ($J=1$, 4.1 eV) and d2 ($J=2$, 4.2 eV). The reduced dipoles are 2.8 for g--P and 1.2, 1.5, 2.6 for e--s, e--d1, e--d2, in $e\,$\AA. The weak g--e dipole, other levels and the continuum are left out. Find the magic wavelength for e, $m=0$, with light linear along $z$, and compare other geometries.

\textbf{Solution.} For $J=1$ the prefactors in (\ref{av}) and (\ref{at}) reduce to $(-1)^{J'}X_1$ and $(-1)^{J'+1}X_2/3$. The factors multiplying $Sg_K$ are
\begin{center}
\begin{tabular}{cccc}
$J'$ & scalar & vector & tensor\\
0 & $1/9$ & $-1/3$ & $-1/9$\\
1 & $1/9$ & $-1/6$ & $1/18$\\
2 & $1/9$ & $1/6$ & $-1/90$
\end{tabular}
\end{center}
For $D=1$, equation (\ref{am}) gives $\alpha_0=\alpha_s-2\alpha_T$ and $\alpha_{\pm1}=\alpha_s+\alpha_T$. The $m=0$ weights are thus $1/3$, $0$, $2/15$, and
\begin{align}
A_s&=2(1.7)(1.2)^2/3=1.632, & b_s&=2.89,\nonumber\\
A_{d2}&=2(2.4)(2.6)^2(2/15)=4.326, & b_{d2}&=5.76,\\
A_P&=2(2.7)(2.8)^2/3=14.112, & b_P&=7.29,\nonumber
\end{align}
with $A$ in $e^2$\AA$^2\,$eV and $b$ in eV$^2$. The static values, $1.316$ for e and $1.936\,e^2$\AA$^2$/eV for g, satisfy the condition of part (e). Clearing denominators in (\ref{magic}) gives
\begin{equation}
8.154x^2-56.73x+75.24=0,\qquad x=1.783\ \text{or}\ 5.174\ \text{eV}^2 .
\end{equation}
The first root is the one below the s pole:
\begin{equation}
\omega_0=1.3354\ \text{eV},\qquad \lambda_0=2\pi\hbar c/\omega_0=9284\ \text{\AA}.
\end{equation}
There the s and d2 terms, $1.475+1.088$, match the P term, $2.563\,e^2$\AA$^2$/eV (249 atomic units). The second root, at 2.275 eV, lies between the s and d2 poles.

For $|m|=1$ the weights are $0$, $1/6$, $1/10$. The s pole cancels between $\alpha_s$ and $\alpha_T$: light along $z$ conserves $m$, and s has no $|m|=1$ state. The first coupled pole is d1, at 2.3 eV, and a bracketing root search below it gives 2.142 eV, or 5789 \AA.

If the polarization makes an angle $\theta$ with $z$ and $\cos^2\theta=1/3$, then $D=0$ and all three $m$ states have polarizability $\alpha_s$. The same search, now below the s pole, gives 1.584 eV, or 7827 \AA. The magic wavelength thus belongs to a state and a geometry as well as to a transition.

\section*{(g) How well must the light be controlled?}

\textbf{Question.} At $\omega_0$ and $F=10^{-4}$ V/\AA, find the common shift and the differential shift, e minus g, caused by a 1 meV error in photon energy and by a $5^\circ$ tilt. What does circular light do?

\textbf{Solution.} The common shift is $-\frac14(10^{-8})(2.563)=-6.41\times10^{-9}$ eV.

Differentiating (\ref{magic}) gives the slope
\begin{equation}
\frac{d(\alpha_e-\alpha_g)}{d\omega}=2\omega_0\left[\sum_i\frac{A_i}{(b_i-\omega_0^2)^2}-\frac{A_P}{(b_P-\omega_0^2)^2}\right]=3.05\ e^2\text{\AA}^2/\text{eV}^2 .
\end{equation}
A photon energy 1 meV too high produces $-\frac14(10^{-8})(3.05)(10^{-3})=-7.6\times10^{-12}$ eV, about 0.12\% of the common shift in magnitude.

Summing (\ref{as}), (\ref{av}) and (\ref{at}) for e at $\omega_0$ gives $\alpha_s=1.726$, $\alpha_v=-0.687$ and $\alpha_T=-0.418\,e^2$\AA$^2$/eV. For a tilt $\theta$, $D=1-\frac32\sin^2\theta$, so $\alpha_0$ changes by $3\alpha_T\sin^2\theta$. At $5^\circ$ this is $-0.0095\,e^2$\AA$^2$/eV, and the differential shift is $+2.4\times10^{-11}$ eV, about 0.37\% of the common shift in magnitude. The error is quadratic in small $\theta$.

For $\boldsymbol\epsilon=-(\hat x+i\hat y)/\sqrt2$ one has $C=1$ and $D=-1/2$. Equation (\ref{am}) then gives $2.279$, $1.308$ and $1.592\,e^2$\AA$^2$/eV for $m=-1,0,1$. None equals the ground-state value $2.563$, so $\omega_0$ is not magic for this light. The difference between $m=-1$ and $m=1$ is $-\alpha_v$. The s level alone contributes $S/[3(\Delta-\omega)]$ to $m=-1$ and $S/[3(\Delta+\omega)]$ to $m=1$: absorption raises $m$ by one and can reach its $m=0$ state only from $m=-1$.

These figures are second order in $F$ and belong to this model. In a real atom the omitted levels and the continuum alter both polarizabilities and move the crossing. The neglected g--e dipole matters too: a reduced value of $0.08\,e\,$\AA\ lowers $\alpha_e-\alpha_g$ at $\omega_0$ by about $0.011\,e^2$\AA$^2$/eV, which moves $\omega_0$ up by 3.5 meV and $\lambda_0$ to 9260 \AA, and its pole at 1.8 eV adds a second crossing for $|m|=1$ at 1.802 eV. Magnetic-dipole and electric-quadrupole couplings, absent from $H'$, also give shifts of order $F^2$. Even at a magic wavelength, shifts of order $F^4$ need not cancel.

All numerical values are calculated from the stated model.
